# The momentum correlation ⟨p1·p2⟩ in the helium ground state

## Problem

Two electrons move around a fixed point nucleus of charge $Z=2$. Relativity is neglected. Hartree atomic units are used, with $\mathbf p=-i\nabla$, so $\langle\mathbf p_1\cdot\mathbf p_2\rangle$ has the unit $\hbar^2/a_0^2$. The ground-state function $\Psi$ is real, normalized, symmetric under exchange, and depends on $r_1$, $r_2$ and $u=|\mathbf r_1-\mathbf r_2|$.

1. Show that $\langle\mathbf p_1\cdot\mathbf p_2\rangle$ vanishes in Hartree-Fock, and for every function of $r_1$ and $r_2$ alone.
2. Find which parts of $\Psi$ produce a nonzero value.
3. Estimate sign and size by hand.
4. Compute the value with Hylleraas functions.

## Hints

- Move one gradient to the left by partial integration.
- Expand $\Psi$ in Legendre polynomials of $x=\cos\theta$, where $\theta$ is the angle between $\mathbf r_1$ and $\mathbf r_2$.
- For the estimate, multiply a product of s orbitals by $1-\varepsilon\,\mathbf r_1\cdot\mathbf r_2$.
- For the computation, choose coordinates whose limits are independent of one another.

## Solution

### 1. Where the value is zero

Since $\Psi$ decays at infinity, partial integration gives

$$\langle\mathbf p_1\cdot\mathbf p_2\rangle=-\int\Psi\,\nabla_1\cdot\nabla_2\Psi=\int\nabla_1\Psi\cdot\nabla_2\Psi .$$

The Hartree-Fock function of $1s^2$ is $\phi(r_1)\phi(r_2)$, and the expectation value factorizes into $\langle\mathbf p\rangle\cdot\langle\mathbf p\rangle$. For a real orbital $\langle\mathbf p\rangle=-\tfrac i2\int\nabla\phi^2=0$.

For any $f(r_1,r_2)$ the gradients are radial, and the integrand is $x\,\partial_1f\,\partial_2f$. The average of $x$ over angles is zero. Such an $f$ may contain radial correlation: full configuration interaction (CI) with the s functions of the cc-pV5Z basis lowers the energy from $-2.8616$ (Hartree-Fock) to $-2.8789$ hartree, and the value remains zero. What is missing is angular correlation, the dependence of $\Psi$ on $\theta$.

### 2. Neighbouring partial waves

Write $\Psi=\sum_l f_l(r_1,r_2)P_l(x)$. From $\nabla_1x=(\hat{\mathbf r}_2-x\hat{\mathbf r}_1)/r_1$, and the same with 1 and 2 exchanged, a function $F(r_1,r_2,x)$ has

$$\nabla_2F=\hat{\mathbf r}_2F_2+(\hat{\mathbf r}_1-x\hat{\mathbf r}_2)F_x/r_2 ,$$

where subscripts denote derivatives. To take the divergence with respect to $\mathbf r_1$, use

$$\nabla_1\cdot(\hat{\mathbf r}_1-x\hat{\mathbf r}_2)=\frac{2-(1-x^2)}{r_1}=\frac{1+x^2}{r_1},\qquad(\hat{\mathbf r}_1-x\hat{\mathbf r}_2)\cdot(\hat{\mathbf r}_2-x\hat{\mathbf r}_1)=-x(1-x^2).$$

The result is

$$\nabla_1\cdot\nabla_2F=xF_{12}+(1-x^2)\Big(\frac{F_{2x}}{r_1}+\frac{F_{1x}}{r_2}\Big)+\frac{(1+x^2)F_x-x(1-x^2)F_{xx}}{r_1r_2}.$$

Insert $F=fP_l$. Legendre's equation, $(1-x^2)P_l''=2xP_l'-l(l+1)P_l$, turns the last numerator into $f[(1-x^2)P_l'+l(l+1)xP_l]$. The recursions

$$xP_l=\frac{(l+1)P_{l+1}+lP_{l-1}}{2l+1},\qquad(1-x^2)P_l'=\frac{l(l+1)}{2l+1}(P_{l-1}-P_{l+1})$$

then leave only $P_{l\pm1}$. The coefficient of $P_{l+1}$ is

$$\frac{l+1}{2l+1}\Big[f_{12}-\frac{l f_2}{r_1}-\frac{l f_1}{r_2}+\frac{l^2f}{r_1r_2}\Big]=\frac{l+1}{2l+1}\Big(\partial_1-\frac l{r_1}\Big)\Big(\partial_2-\frac l{r_2}\Big)f .$$

So only neighbouring waves couple. The step from $l+1$ down to $l$ is the Hermitian conjugate of the step up and doubles the result. With $\int d\Omega_1d\Omega_2P_{l+1}^2=16\pi^2/(2l+3)$ and one partial integration in $r_2$, which absorbs the minus sign, $\langle\mathbf p_1\cdot\mathbf p_2\rangle=\sum_lT_l$ with

$$T_l=\frac{32\pi^2(l+1)}{(2l+1)(2l+3)}\int\!\!\int r_1^2r_2^2\Big[\Big(\partial_1-\frac l{r_1}\Big)f_l\Big]\Big[\Big(\partial_2+\frac{l+2}{r_2}\Big)f_{l+1}\Big]dr_1dr_2 .$$

If all $f_l$ with $l\ge1$ vanish, every $T_l$ vanishes. $T_0$ is linear in $f_1$, so a small angular admixture acts at first order. Radial correlation changes the size of $T_0$ through $f_0$, but cannot produce it alone.

### 3. Sign and size by hand

Take $\Psi\propto\Phi(1-\varepsilon W)$ with $\Phi=\phi(r_1)\phi(r_2)$, $W=\mathbf r_1\cdot\mathbf r_2$ and $\phi$ a real normalized s orbital. The two diagonal elements of $\mathbf p_1\cdot\mathbf p_2$ vanish, because $\mathbf p_1$ is odd when $\mathbf r_1$ alone is inverted, while $\Phi$ and $W\Phi$ each have a definite parity. For the cross term,

$$\langle\phi|p_ir_j|\phi\rangle=i\int r_j\phi\,\partial_i\phi=\frac i2\int r_j\,\partial_i\phi^2=-\frac i2\delta_{ij},$$

so $\langle\Phi|\mathbf p_1\cdot\mathbf p_2|W\Phi\rangle=\sum_{ij}(-\tfrac i2\delta_{ij})^2=-\tfrac34$. It enters with the factor $-2\varepsilon$. The norm contains $\langle W^2\rangle=\sum_{ij}\langle r_ir_j\rangle^2=\langle r^2\rangle^2/3$. Therefore

$$\langle\mathbf p_1\cdot\mathbf p_2\rangle=\frac{3\varepsilon/2}{1+\varepsilon^2\langle r^2\rangle^2/3}.$$

To find $\varepsilon$, let $\phi\propto e^{-\zeta r}$ and diagonalize the Hamiltonian in $\{\Phi,W\Phi\}$. With $r_<$ and $r_>$ the smaller and larger radius, the radial averages over $\Phi^2$ are

$$\Big\langle\frac{r_<^a}{r_>^b}\Big\rangle=\frac{(2\zeta)^{b-a}}2\int_0^\infty\!dt\,t^{2+a}e^{-t}\int_t^\infty\!dv\,v^{2-b}e^{-v}.$$

**$H_{00}$.** Each electron has kinetic energy $\zeta^2/2$ and $\langle1/r\rangle=\zeta$. The repulsion is $\langle1/r_>\rangle=\zeta(\tfrac38+\tfrac14)=\tfrac58\zeta$. Hence $H_{00}=\zeta^2-2Z\zeta+\tfrac58\zeta$.

**$H_{01}$.** By parity only the repulsion contributes. The $P_1$ term of $1/u=\sum_l(r_<^l/r_>^{l+1})P_l$, with the angular average $\tfrac13$ of $x^2$, gives

$$H_{01}=\frac13\Big\langle\frac{r_<^2}{r_>}\Big\rangle=\frac13\cdot\frac1{4\zeta}\Big(\frac{120}{64}+\frac{24}{32}\Big)=\frac7{32\zeta}.$$

**$S_{11}$ and $H_{11}$.** With $\langle r^2\rangle=3/\zeta^2$, $S_{11}=3/\zeta^4$. The function $W\Phi$ is a sum of products of orbitals $r_k e^{-\zeta r}$. These are hydrogenic 2p functions for charge $2\zeta$, with kinetic energy $\zeta^2/2$ and $\langle1/r\rangle=\zeta/2$. In the repulsion, $x^2=\tfrac13+\tfrac23P_2$ and the average of $P_2^2$ is $\tfrac15$:

$$\frac13\langle r_<^2r_>\rangle+\frac2{15}\Big\langle\frac{r_<^4}{r_>}\Big\rangle=\frac1{16\zeta^3}\Big(\frac13\cdot\frac{837}{16}+\frac2{15}\cdot\frac{405}{16}\Big)=\frac{333}{256\,\zeta^3}.$$

Dividing by $S_{11}$ gives $H_{11}/S_{11}=\zeta^2-Z\zeta+\tfrac{111}{256}\zeta$.

At $\zeta=27/16$, which minimizes $H_{00}$, the numbers are $H_{00}=-2.847656$, $H_{01}=0.129630$, $S_{11}=0.369953$ and $H_{11}/S_{11}=0.204346$. The lower root of $(H_{00}-E)(H_{11}-ES_{11})=H_{01}^2$ is $E=-2.862467$ hartree. The second row of the eigenvalue equation, $H_{01}-\varepsilon(H_{11}-ES_{11})=0$, yields

$$\varepsilon=\frac{0.129630}{0.369953\,(0.204346+2.862467)}=0.11425 .$$

$$\langle\mathbf p_1\cdot\mathbf p_2\rangle\approx\frac{1.5\times0.11425}{1+0.00483}=0.1706 .$$

The sign has a plain origin. Repulsion costs more energy when the electrons are on the same side, so $H_{01}>0$ and $\varepsilon>0$. The positions then favour opposite sides, while the mean product of the momenta is positive.

### 4. The Hylleraas calculation

The trial functions are $e^{-\alpha(r_1+r_2)}$ times all exchange-symmetric polynomials in $r_1,r_2,u$ up to total degree $\omega$. With $\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u$,

$$\nabla_1\Psi=\hat{\mathbf r}_1\Psi_1+\hat{\mathbf u}\Psi_u,\qquad\nabla_2\Psi=\hat{\mathbf r}_2\Psi_2-\hat{\mathbf u}\Psi_u .$$

The law of cosines gives $\hat{\mathbf r}_1\cdot\hat{\mathbf u}=c_1$, $\hat{\mathbf r}_2\cdot\hat{\mathbf u}=-c_2$ and $\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2=c_{12}$, where

$$c_1=\frac{r_1^2+u^2-r_2^2}{2r_1u},\quad c_2=\frac{r_2^2+u^2-r_1^2}{2r_2u},\quad c_{12}=\frac{r_1^2+r_2^2-u^2}{2r_1r_2}.$$

Therefore

$$\nabla_1\Psi\cdot\nabla_2\Psi=c_{12}\Psi_1\Psi_2-c_1\Psi_1\Psi_u-c_2\Psi_2\Psi_u-\Psi_u^2 .$$

The kinetic energy is half the integral of $|\nabla_1\Psi|^2+|\nabla_2\Psi|^2$, with $|\nabla_i\Psi|^2=\Psi_i^2+\Psi_u^2+2c_i\Psi_i\Psi_u$.

The triangle condition on $r_1,r_2,u$ is removed by the perimetric coordinates $\xi=r_2+u-r_1$, $\eta=r_1+u-r_2$, $\tau=r_1+r_2-u$, which run independently from 0 to $\infty$. The volume element is $8\pi^2r_1r_2u\,dr_1dr_2du=2\pi^2r_1r_2u\,d\xi\,d\eta\,d\tau$, and the squared exponential is $e^{-\alpha\xi-\alpha\eta-2\alpha\tau}$. The factor $r_1r_2u$ cancels every denominator, so each integrand is a polynomial of degree at most $2\omega+3$ times this weight. Gauss-Laguerre quadrature with $\omega+4$ points per coordinate integrates it without error apart from rounding. Products of Laguerre polynomials in $\xi,\eta,\tau$, symmetrized in $\xi$ and $\eta$, span the same space and make the overlap matrix $S$ in $Hc=ESc$ much better conditioned than plain monomials do.

For $\alpha=2$:

| $\omega$ | functions | $E$ (hartree) | $\langle\mathbf p_1\cdot\mathbf p_2\rangle$ (a.u.) |
|---|---|---|---|
| 4 | 22 | −2.9037135 | 0.159093 |
| 8 | 95 | −2.9037241 | 0.159070 |
| 12 | 252 | −2.9037244 | 0.159070 |

Going from $\omega=10$ to 12, or changing $\alpha$ to 1.8, moves the value by about $10^{-7}$. To five decimals,

$$\langle\mathbf p_1\cdot\mathbf p_2\rangle=0.15907\ \text{a.u.}$$

The hand estimate is 7% above this.

The partial waves of the $\omega=12$ function give $T_0=0.16650$, $T_1=-0.00589$, $T_2=-0.00098$ and $T_3=-0.00030$. The s-p coupling supplies the positive value, although the wave $l=1$ carries only 0.39% of the norm; the next terms reduce it. The sum through $l=24$ agrees with the direct value to $1.5\times10^{-6}$.

Full CI in the cc-pV5Z basis is an independent check. It gives 0 with s orbitals, 0.1708 when p orbitals are added, and 0.1598 with all orbitals up to g. These figures belong to this basis; a larger set of s and p functions moves the s+p value by about $4\times10^{-4}$, to 0.1712. The last value is 0.4% above the Hylleraas result; its energy, $-2.90315$ hartree, shows that the Gaussian basis is still incomplete.

## Variation 1: the recoil of a helium-4 nucleus

*By how much does $\mathbf p_1\cdot\mathbf p_2$ shift the energy if the nucleus has mass $M$?*

In the centre-of-mass frame the nucleus has momentum $-(\mathbf p_1+\mathbf p_2)$ and kinetic energy

$$\frac{(\mathbf p_1+\mathbf p_2)^2}{2M}=\frac{p_1^2+p_2^2}{2M}+\frac{\mathbf p_1\cdot\mathbf p_2}{M}.$$

The first part is the reduced-mass effect. The second, called mass polarization, shifts the energy at first order in $1/M$ by

$$\Delta E=\frac{0.15907}{7294.30}=2.181\times10^{-5}\ \text{hartree},$$

or 143.5 GHz. It raises the ground state, and Hartree-Fock misses it completely at this order. The first-order rule was tested by adding $\lambda\,\mathbf p_1\cdot\mathbf p_2$ to the Hamiltonian: the slope of the lowest eigenvalue at $\lambda=0$ is 0.15907. Terms of higher order in $1/M$ and relativistic recoil are left out. The higher-order terms already reach the last digit shown: with the whole recoil term $(\mathbf p_1+\mathbf p_2)^2/2M$ in the Hamiltonian, the energy lies $2.179\times10^{-5}$ hartree (143.4 GHz) above the reduced-mass value, 0.1 GHz below the first-order figure.

## Variation 2: a 1s2p state

*Does the value vanish in Hartree-Fock for every state?*

Take real orthonormal orbitals $a=1s$, $b=2p$ and $\Psi_\pm=[a(1)b(2)\pm b(1)a(2)]/\sqrt2$, with plus for the singlet and minus for the triplet. The direct terms contain $\langle a|\mathbf p|a\rangle\cdot\langle b|\mathbf p|b\rangle=0$. The two exchange terms are equal and give

$$\langle\mathbf p_1\cdot\mathbf p_2\rangle_\pm=\pm\langle a|\mathbf p|b\rangle\cdot\langle b|\mathbf p|a\rangle=\pm|\langle a|\mathbf p|b\rangle|^2 .$$

This is nonzero, because $\mathbf p$ connects s with p. The triplet component with both spins up is a single determinant, so Hartree-Fock itself gives a negative value there. The zero found in part 1 for $1s^2$ is thus not a general property of Hartree-Fock. For 1s2s the same formula gives zero, since $\mathbf p$ does not connect two s orbitals.

The complete figures are in the numerical output below.

## Calculated quantities

```
model: zeta = 1.6875 1/bohr, <r^2> = 1.053498 bohr^2
model: H00 = -2.847656 hartree, H01 = 0.129630 hartree bohr^2
model: S11 = 0.369953 bohr^4, H11/S11 = 0.204346 hartree
model: eps = 0.114254 1/bohr^2, energy = -2.862467 hartree
model: <p1.p2> = 0.170557 a.u.
Hylleraas omega=4, 22 functions: E = -2.903713515 hartree, <p1.p2> = 0.15909338 a.u.
Hylleraas omega=6, 50 functions: E = -2.903722992 hartree, <p1.p2> = 0.15907270 a.u.
Hylleraas omega=8, 95 functions: E = -2.903724093 hartree, <p1.p2> = 0.15907012 a.u.
Hylleraas omega=10, 161 functions: E = -2.903724301 hartree, <p1.p2> = 0.15906964 a.u.
Hylleraas omega=12, 252 functions: E = -2.903724352 hartree, <p1.p2> = 0.15906953 a.u.
exponent alpha = 2.0 1/bohr; virial ratio -V/T = 2.00000007
with alpha = 1.8 1/bohr, omega=12: <p1.p2> = 0.15906960 a.u.
Hylleraas omega=12: <r1.r2> = -0.064737 bohr^2
dE/dlambda by central difference = 0.1590696 a.u.
radial polynomial basis: E = -2.878734 hartree, |<p1.p2>| below 1e-9 a.u.: True
partial waves 0,1: T_0 = 0.1664958 a.u.; weight W_0 = 0.99584705
partial waves 1,2: T_1 = -0.0058854 a.u.; weight W_1 = 0.00394095
partial waves 2,3: T_2 = -0.0009758 a.u.; weight W_2 = 0.00017898
partial waves 3,4: T_3 = -0.0002976 a.u.; weight W_3 = 0.00002458
sum of T_l for l=0 to 24 = 0.1590710 a.u.
direct value minus this sum = -1.49e-06 a.u.
Hartree-Fock, cc-pV5Z: E = -2.861625 hartree, <p1.p2> = 0.000000 a.u.
full CI, cc-pV5Z up to l=0: E = -2.878914 hartree, <p1.p2> = 0.000000 a.u.
full CI, cc-pV5Z up to l=1: E = -2.900359 hartree, <p1.p2> = 0.170840 a.u.
full CI, cc-pV5Z up to l=2: E = -2.902555 hartree, <p1.p2> = 0.161460 a.u.
full CI, cc-pV5Z up to l=3: E = -2.903038 hartree, <p1.p2> = 0.160035 a.u.
full CI, cc-pV5Z up to l=4: E = -2.903152 hartree, <p1.p2> = 0.159755 a.u.
helium-4 nuclear mass = 7294.2995 electron masses
leading mass-polarization shift = 2.18074e-05 hartree
the same shift as a frequency = 143.5 GHz
final Hylleraas value <p1.p2> = 0.15907 a.u.
```
